Leading image-charge correction for a charged defect in a low-k dielectric

**Problem**

A point defect with charge q = +1 or −1 is computed in a cubic supercell of edge L = 15 Å, repeated periodically. The host is a low-k dielectric of relative permittivity ε = 2.5. A uniform background charge makes each cell neutral, and the average electrostatic potential of the cell is set to zero. The energy wanted is that of one defect alone in an infinite host.

(a) Show that the leading correction to be added to the supercell energy is

ΔE = αq²/(2εL),

where α is a pure number belonging to the simple cubic lattice. This is the leading Makov–Payne correction.

(b) Express α by rapidly convergent sums.

(c) Show that ΔE is about +0.54 eV here, and find how it moves the charge transition levels.

The algebra uses atomic units, in which e = 1 and 4πε₀ = 1. The host is taken as a homogeneous, isotropic, linear insulator on the scale of L, and the defect charge as confined well inside the cell.

**Hints**

1. Compare two energies that contain the same infinite self-energy of a point charge. Their difference is finite.

2. Ask what the background contributes to the energy when the average potential is zero.

3. Measure all lengths in units of L before computing anything. The dependence on L and ε then separates from the number α.

4. For α, add and subtract a Gaussian charge cloud at every lattice point. One part of the potential is short-ranged, and the other has a rapidly convergent Fourier series.

5. Settle the sign by asking which has the lower energy: the charge with its images and background, or the charge alone.

**Solution**

**1. The periodic potential**

Let R run over the lattice points and let V = L³. In the uniform medium the potential φ obeys

ε∇²φ = −4πq[Σ_R δ(r − R) − 1/V], with ⟨φ⟩ = 0.

The angle brackets denote the average over a cell. The term −1/V is the background. Without it the equation has no periodic solution: the cell integral of ∇²φ vanishes for periodic φ, so the total charge on the right must vanish too. The equation fixes φ up to a constant, which the condition ⟨φ⟩ = 0 then fixes. In a plane-wave calculation this corresponds to leaving out the zero-wavevector term of the electrostatic potential.

**2. The energy difference**

Build up the free charge density ρ, consisting of defect and background, by raising a factor λ from 0 to 1. In a linear medium the potential at stage λ is λφ, so the reversible work per cell is

W = ∫₀¹ dλ ∫ρ λφ d³r = ½ ∫ρφ d³r.

This work includes the energy stored in polarizing the host. The background part is

½(−q/V) ∫φ d³r = −½q⟨φ⟩ = 0.

Only the defect's own charge contributes. For a point charge the result is infinite, because φ behaves as q/(εr) near r = 0. The isolated charge in the same medium has the potential q/(εr) everywhere and the same infinity. Give both charges the same small radius, subtract, and then let the radius go to zero:

E_per − E_iso = (q/2) lim_{r→0} [φ(r) − q/(εr)].

The factor ½ comes from the charging process. It also expresses that the interaction of a charge with its images is shared among the cells.

**3. Scaling with L, ε and q**

Write r = Lx and φ(r) = (q/(εL)) ψ(x). Since ∇² with respect to r equals L⁻² times ∇² with respect to x, and δ(r) = L⁻³δ(x), both sides of the equation for φ carry the factor q/L³. After division by it,

∇²ψ = −4π[Σ_n δ(x − n) − 1], ⟨ψ⟩ = 0,

where n runs over vectors with integer components. No parameter is left. Define

α = −lim_{x→0} [ψ(x) − 1/|x|].

Since q/(εr) = (q/(εL))(1/|x|), the energy difference becomes

E_per − E_iso = −αq²/(2εL).

The correction is what must be added to E_per to obtain E_iso:

ΔE = E_iso − E_per = +αq²/(2εL).

This proves (a) for a point charge in a uniform medium. The charge enters squared, so both signs of q have the same correction.

**4. The lattice number**

Work with L = 1. Around each unit point charge place a Gaussian cloud of density (η³/π^{3/2}) exp(−η²r²), which holds one unit of charge and has the potential erf(ηr)/r. Write the point charge as (point minus cloud) plus cloud.

The part "point minus cloud" has the potential

1/r − erf(ηr)/r = erfc(ηr)/r,

which falls off rapidly. Summed over the lattice, its cell average equals the integral of one such term over all space:

4π ∫₀^∞ r erfc(ηr) dr = (4π/η²) ∫₀^∞ t erfc(t) dt = π/η².

The last integral is ¼. Integration by parts turns it into (1/√π)∫₀^∞ t² exp(−t²) dt, and this Gaussian integral is √π/4. The average π/η² must be subtracted, since ψ has zero mean.

The clouds together with the background form a smooth neutral density. Its Fourier coefficient at a reciprocal vector G ≠ 0 is exp(−G²/4η²), and Poisson's equation multiplies this by 4π/G². The coefficient at G = 0 is zero. Hence

ψ(r) = Σ_R erfc(η|r − R|)/|r − R| + 4π Σ_{G≠0} exp(−G²/4η²) exp(iG·r)/G² − π/η².

Now subtract 1/r and let r → 0. The term R = 0 leaves −erf(ηr)/r, which tends to −2η/√π because erf(t) ≈ 2t/√π for small t. Therefore

−α = Σ_{R≠0} erfc(ηR)/R + 4π Σ_{G≠0} exp(−G²/4η²)/G² − 2η/√π − π/η².

This answers (b). The parameter η was introduced by hand, so α cannot depend on it. For η = √π the last two terms are −2 and −1, and the two sums are small positive corrections to −3. Numerically α = 2.8373, so at this η the sums together supply 0.1627. Two different values of η give the same α to the six decimals printed.

A second road avoids the Gaussians. Surround each point charge by its own unit cube of background and add the potentials of these neutral cubes at the central charge, leaving out that charge's own 1/r. The result is −2.3137. This sum does not refer to zero average potential, so its average must be found. For one cube with density ρ and potential u, use ∇²r² = 6 and integrate by parts twice:

∫u d³r = (1/6)∫u ∇²r² d³r = (1/6)∫r² ∇²u d³r = −(2π/3)∫r²ρ d³r.

The surface terms vanish because a neutral cube has no dipole or quadrupole by symmetry, and its potential falls off as r⁻⁵. The point charge sits at r = 0 and adds nothing to the last integral. The background gives −3∫x²dx from −½ to ½, which is −¼. The average is thus +π/6 = 0.5236. Subtracting it gives −2.3137 − 0.5236 = −2.8373, in agreement with the Ewald value.

**5. Why the macroscopic permittivity may be used**

Close to the defect the host is not a continuum. The 1/L term survives for the following reason. Let w(k) be the screened interaction of the defect charge with itself at wavevector k. The periodic energy is a sum over the wavevectors k ≠ 0 allowed by the supercell, and the isolated energy is the corresponding integral:

E_per = (1/2V) Σ_{k≠0} w(k), E_iso = ½ ∫ w(k) d³k/(2π)³.

At small k, w(k) = 4πq²/(εk²) plus a part that stays bounded. The singular part gives the term −αq²/(2εL) found above. The bounded part contains the atomic-scale screening. It may still depend on the direction of k as k → 0. The missing point k = 0 and the coarse sampling of directions around it both enter with the weight 1/V, so the contribution of this part is of order L⁻³.

This was tested on a model host: a simple cubic lattice of polarizable points with a unit charge at an interstitial site. The polarizability was set by the Clausius–Mossotti relation. The energy was computed from the induced dipoles for cells of 10 to 22 spacings and fitted with a constant and the powers L⁻¹, L⁻³ and L⁻⁵. The coefficient of 1/L should be −α/(2ε):

ε = 2.5: fitted −0.56747, expected −0.56746

ε = 4.0: fitted −0.35469, expected −0.35466

The same fit restricted to cells of 6 to 12 spacings gives −0.35768 for ε = 4.0, which is off by 0.9% of the expected value. Terms that the four-term fit leaves out matter more in small cells. Their form has not been determined here.

**6. The number**

The cell edge is 15 Å = 28.346 bohr. With q² = 1,

ΔE = 2.8373/(2 × 2.5 × 28.346) = 0.02002 hartree.

One hartree is 27.2114 eV, so

ΔE = 0.02002 × 27.2114 eV = +0.545 eV.

The unrounded value is 0.5447 eV, which is +0.54 eV to two decimals. The same result follows directly in eV and Å from e²/(4πε₀) = 14.3996 eV Å:

ΔE = 14.3996 × 2.8373/(2 × 2.5 × 15) eV = +0.5447 eV.

The sign has a simple meaning. In the periodic cell the defect sits in a background of opposite charge, and the attraction to it outweighs the repulsion from the images. The supercell energy is therefore too low, and the correction raises it.

**7. Transition levels**

Let μ be the electron chemical potential, measured from a host reference level that is held fixed. A defect of charge q has given q electrons to the reservoir, so its formation energy contains E(q) + qμ. Two charge states are in balance where these expressions are equal:

(+/0): E(+) + μ = E(0), so μ = E(0) − E(+).

(0/−): E(0) = E(−) − μ, so μ = E(−) − E(0).

The neutral defect has no correction of this kind. Raising E(+) and E(−) by 0.54 eV each moves the (+/0) level down by 0.54 eV and the (0/−) level up by 0.54 eV. If both levels belong to the same defect, the difference (0/−) minus (+/0) rises by 1.09 eV. When (0/−) lies above (+/0), the levels move apart by that amount. When the uncorrected (0/−) level lies below (+/0) by less than 1.09 eV, the correction reverses their order. At 400 K, where kT = 0.0345 eV, each shift is about 16 kT, so a trap depth read from uncorrected energies would be seriously wrong.

**8. Conditions and limits**

The leading correction vanishes as L → ∞. It also vanishes as ε → ∞, although terms of order L⁻³ from the immediate surroundings of the defect can remain. For ε = 1 the leading correction would be 2.5 times larger, 1.36 eV in the same cell. Low-k materials lie towards this unfavourable end, since their weak screening is the very property for which they are chosen.

The formula fails if the added charge is not localized. In the extreme case of a carrier spread evenly over the cell, its charge cancels the background at every point, and the periodic electrostatic energy is zero. In the infinite host such a carrier spreads without limit, so its electrostatic energy there is zero as well. Nothing needs correcting, and adding 0.54 eV would create an error. The charge density should therefore be inspected before the correction is applied.

A separate matter is the alignment of the potential with the host's band edges. The formula assumes that the supercell energy refers to zero average potential. Short-range differences between the defect cell and the perfect host may need a further term. That term must not be read directly from the potential far from the defect, because the periodic potential is not zero there. At the point farthest from the charge, the corner of a cell centred on the defect, the model gives ψ = −0.80194. For q = +1 this means

φ = −0.80194 × 14.3996/(2.5 × 15) V = −0.308 V.

This offset belongs to the image problem already solved. Treating it as an additional alignment would change the energy by 0.31 eV in magnitude, more than half of the correction itself. The model potential has to be subtracted first, and only the remainder can count as alignment.

**9. The real film**

A permittivity of 2.5 is a rough typical value for a porous organosilicate low-k film, and the cell edge is 1.5 nm. The assumption most open to doubt is homogeneity, since pores can be as large as the cell. A cell containing only the dense matrix should be given the matrix permittivity. With a rough value of 3.0 the correction is 0.45 eV, lower by 0.09 eV. The corrected energy then belongs to a defect in an infinite dense matrix, and the effect of the film's pores on it is not included. Conversely, a defect beside a pore is screened unevenly, and no single ε describes it well.

Linearity is a further assumption. In a continuum with ε = 2.5, the field of an isolated unit charge at 7.5 Å is 10.2 MV/cm, and it is stronger closer in. This is at or above the macroscopic breakdown field of such films, which is several MV/cm. The field falls to 6 MV/cm only at 9.8 Å, beyond half the cell edge. Breakdown of a film does not directly measure nonlinear polarization on this scale, and nonlinear response near the defect has not been estimated here, so it is not shown that the nonlinear region is small compared with a 15 Å cell. As long as it is confined to that region, the argument of section 5 suggests that it alters the terms beyond 1/L and leaves the leading one unchanged.

**Variation 1: a defect charge of finite width**

*Replace the point charge by a Gaussian density proportional to exp(−r²/2σ²), with σ much smaller than L. Find the next term in a uniform medium, and its size for σ = 1 Å.*

The Fourier transform of the density is q exp(−σ²G²/2). The energy contains its square, so

E_per = (2πq²/(εV)) Σ_{G≠0} exp(−σ²G²)/G².

This is the reciprocal sum of section 4 with 1/(4η²) = σ², that is η = 1/(2σ). For L = 1, the formula for −α can be solved for that sum:

4π Σ_{G≠0} exp(−σ²G²)/G² = −α + 1/(σ√π) + 4πσ² − Σ_{R≠0} erfc(R/2σ)/R.

The last sum is exponentially small when σ ≪ L and is dropped. Multiply by q²/(2ε) and restore L:

E_per = −αq²/(2εL) + q²/(2√π εσ) + 2πσ²q²/(εL³).

The middle term does not depend on L. It is the self-energy of the isolated Gaussian,

E_iso = (q²/(πε)) ∫₀^∞ exp(−σ²k²) dk = q²/(2√π εσ),

where the integral equals √π/(2σ). Hence

ΔE = E_iso − E_per = αq²/(2εL) − 2πσ²q²/(εL³).

For σ = 0.1L and ε = 1, the explicit sum and this formula both give E_per − E_iso = −1.355817 q²/L.

In the 15 Å cell with σ = 1 Å the new term is

−2π × 14.3996 × 1²/(2.5 × 15³) eV = −0.011 eV,

about 2% of the leading correction. The reduction has a simple origin. Close to a unit point charge, with L = 1 and ε = 1, the potential of the images and the background is −α + (2π/3)r². The quadratic part follows from cubic symmetry and from the background, which makes the Laplacian of this potential 4π. Two points drawn from the Gaussian cloud have a mean squared separation of 6σ², so the energy rises by ½ × (2π/3) × 6σ² = 2πσ². A wider charge is thus held less strongly by the background, and less has to be corrected.

A host made of atoms has an L⁻³ term of its own, even for a point charge. In the polarizable lattice with a spacing of 3 Å, a cell of 5 × 5 × 5 points has an edge of 15 Å. Its full correction, taken from the computed energy and the fitted infinite-cell limit, is 0.536 eV, which is 0.009 eV below the leading term. The L⁻³ term alone gives 0.010 eV, and higher terms return about 0.001 eV at this small size. This lattice is a model and not an organosilicate structure, so the figure indicates a scale only. It is similar in size to the width term, but the two come from different models and should not simply be added.

**Variation 2: clamped ions, and a larger cell**

*(i) The ions are held at the positions they have in the perfect host. What changes? (ii) With relaxed ions and ε = 2.5, how large must the cell be for the leading correction to fall to 0.1 eV?*

(i) The permittivity must describe the response that the calculation allows. With clamped ions only the electrons screen the charge, so the electronic permittivity replaces the static one. For a rough value of 2.0, in the same 15 Å cell,

ΔE = 0.5447 × 2.5/2.0 eV = 0.681 eV.

Using the static value by mistake would leave 0.14 eV uncorrected. The distinction matters for a vertical transition, in which the charge changes before the ions can move. If the ions had already relaxed around an earlier charge state, their frozen polarization would also have to be included, and this simple replacement would no longer be enough.

(ii) At fixed q and ε the correction is proportional to 1/L, so

L = 15 × 0.5447/0.1 Å = 81.7 Å.

At fixed atomic density the number of atoms grows as L³, here by a factor (81.7/15)³ ≈ 160. Doubling the edge to 30 Å already multiplies the number of atoms by eight and still leaves 0.27 eV. The slow 1/L decay makes it far cheaper to add the leading term analytically than to remove it by enlarging the cell. What then remains, in a homogeneous host with a localized charge, falls as L⁻³: in large cells, doubling the edge reduces it about eightfold. In the polarizable lattice of Variation 1 the step from 15 to 30 Å gives a factor of 6.9.

The values used on this sheet are collected in the numerical output below.

Table of computed values

```
alpha, Ewald sum                          2.837297
alpha, Ewald sum, other splitting         2.837297
alpha, direct sum over neutral cubes      2.837304
direct sum before mean is removed         -2.313706
mean potential of stacked cubes (L=1)     0.523599
atomistic host eps=2.5: fitted 1/L coeff.  -0.56747
  same, small cells only (6 to 12)        -0.56801
  expected -alpha/(2 eps)                 -0.56746
atomistic host eps=4.0: fitted 1/L coeff.  -0.35469
  same, small cells only (6 to 12)        -0.35768
  expected -alpha/(2 eps)                 -0.35466
Gaussian sigma=0.1 L: shift, explicit sum -1.355817 (q^2/L)
Gaussian sigma=0.1 L: shift, formula      -1.355817 (q^2/L)
cell edge                                 15.0 angstrom
cell edge in atomic units                 28.3459 bohr
film permittivity (rough typical)         2.5
e^2/(4 pi eps0)                           14.3996 eV angstrom
one hartree                               27.2114 eV
leading correction                        0.020019 hartree
leading correction                        +0.5447 eV
leading correction, L = 10 angstrom        +0.8171 eV
leading correction, L = 20 angstrom        +0.4086 eV
leading correction, L = 30 angstrom        +0.2724 eV
edge for a 0.1 eV correction              81.7 angstrom
clamped ions, eps = 2.0: correction       +0.6809 eV
pore-free matrix, eps = 3.0: correction   +0.4540 eV
width sigma = 1 angstrom: added correction -0.0107 eV
atomistic host, 3 angstrom: full correction +0.5360 eV
  part beyond the leading term            -0.0087 eV
  error of the fitted series at this size +0.00100 eV
potential at cell corner times L (q=1)    -0.80194
raw far potential offset (q=+1)           -0.3079 V
isolated-charge field at 7.5 angstrom     10.2 MV/cm
kT at 400 K                              0.0345 eV
```
